\section*{Photon Bandwidth and the Width of a Normal Auger Line}

\section{The argument under review}

A proposal concerns metallic tin deposited on the collector mirror of an extreme-ultraviolet source. The deposit is examined by photoemission with aluminium K$\alpha$ light, and a monochromator is to be added. The proposal expects it to sharpen both the tin $3d_{5/2}$ photoelectron line and the tin M$_5$N$_{45}$N$_{45}$ Auger line. Its reasoning rests on energy conservation,
\begin{equation}
\varepsilon_A=\omega-\varepsilon_p-E_f ,
\label{eq:claim}
\end{equation}
where $\omega$ is the photon energy, $\varepsilon_p$ and $\varepsilon_A$ are the photoelectron and Auger energies, and $E_f$ is the energy of the two-hole ion. A spread in $\omega$, the proposal says, must appear as a spread in $\varepsilon_A$.

Equation \eqref{eq:claim} is sound if the two-hole ion is treated as stable. The inference needs one more condition: that $\varepsilon_p$ stays fixed when $\omega$ changes. An ordinary Auger spectrum does not impose it, because the photoelectron is not detected. The question is therefore how a change in $\omega$ is shared between the two electrons.

\section{Amplitude for the whole process}

I use Hartree atomic units, with $\hbar=1$, and measure energies from the neutral ground state. Consider one core-hole level $i$ and one two-hole level $f$, with energies $E_i$, $E_f$ and decay rates $\Gamma_i$, $\Gamma_f$. The light is weak, the couplings are constant across the line, and the outgoing electrons are distinguishable by energy and do not interact.

Let $c$, $b$ and $a$ be the amplitudes with a core hole, with two holes, and after the two-hole state has decayed. Let $\eta$ be the energy of everything left after the Auger electron has gone, apart from the photoelectron. With dipole amplitude $d$, decay couplings $V$ and $W$, and light field $F(t)$,
\begin{align}
i\dot c&=(\varepsilon_p+E_i-i\Gamma_i/2)\,c+dF(t),\\
i\dot b&=(\varepsilon_p+\varepsilon_A+E_f-i\Gamma_f/2)\,b+Vc,\\
i\dot a&=(\varepsilon_p+\varepsilon_A+\eta)\,a+Wb .
\end{align}
The damping terms come from eliminating the continua. For the second decay, solving for $a$ and inserting it into the equation for $b$ adds
\begin{equation}
-i|W|^2\int_{-\infty}^{t}dt'\,b(t')\int d\eta\,
e^{-i(\varepsilon_p+\varepsilon_A+\eta)(t-t')}
=-i\pi|W|^2b(t).
\end{equation}
The energy integral is $2\pi\delta(t-t')$ for a wide, flat continuum, and half of the delta function lies inside the time range. Hence $\Gamma_f=2\pi|W|^2$. The same step for the first decay gives $\Gamma_i=2\pi|V|^2$.

Define $\hat c(E)=\int dt\,e^{iEt}c(t)$, and likewise for $b$ and $F$. Both hole amplitudes vanish at early and late times, so integration by parts turns $i\dot c$ into $E\hat c$. Thus
\begin{equation}
\hat c=\frac{d\hat F(E)}{E-\varepsilon_p-E_i+i\Gamma_i/2},\qquad
\hat b=\frac{V\hat c}{E-\varepsilon_p-\varepsilon_A-E_f+i\Gamma_f/2}.
\end{equation}
The equation for $a$ integrates to a late-time modulus $|W\hat b(E)|$, with $E=\varepsilon_p+\varepsilon_A+\eta$. At this energy the real parts of the denominators are
\begin{equation}
x=\varepsilon_A+\eta-E_i,\qquad y=\eta-E_f .
\end{equation}
They measure how far each hole state is from its nominal energy. Subtracting them gives the Auger offset
\begin{equation}
u\equiv\varepsilon_A-(E_i-E_f)=x-y .
\label{eq:offset}
\end{equation}

Let $S(\omega)$ be the photon spectrum, proportional to $|\hat F(\omega)|^2$ and normalized to unit area, and let
\begin{equation}
L_\Gamma(x)=\frac{\Gamma/2\pi}{x^2+\Gamma^2/4}
\end{equation}
be the unit-area Lorentzian of full width at half maximum $\Gamma$. Since $|V|^2=\Gamma_i/2\pi$ and $|W|^2=\Gamma_f/2\pi$, squaring the amplitude gives, up to a constant,
\begin{equation}
p=S(\varepsilon_p+E_i+x)\,L_{\Gamma_i}(x)\,L_{\Gamma_f}(x-u).
\label{eq:joint}
\end{equation}

This answers the question of sharing. The energies obey $\varepsilon_p=\omega-E_i-x$ and $\varepsilon_A=E_i-E_f+x-y$. At given $x$ and $y$, a change in $\omega$ goes wholly to the photoelectron.

\section{What the analyser records}

For an ordinary Auger spectrum, \eqref{eq:joint} is summed over the unseen photoelectron energy and over $\eta$. At fixed $\varepsilon_A$, $d\eta=dx$, so
\begin{equation}
P(u)=\int_{-\infty}^{\infty}dx\,L_{\Gamma_i}(x)L_{\Gamma_f}(x-u)\,T(x),
\qquad T(x)=\int_{E_i+x}^{\infty}S(\omega)\,d\omega .
\label{eq:auger}
\end{equation}
The lower limit in $T$ is the condition $\varepsilon_p\ge0$. Let $D=\omega_0-E_i$ be the excess of the central photon energy $\omega_0$ over threshold. When $D$ is much larger than the bandwidth and the hole widths, $T=1$ wherever the Lorentzians have appreciable weight. The photon spectrum then enters through its area alone.

What remains is a convolution, because $L_{\Gamma_f}$ is even. The Fourier transform of $L_\Gamma$ is $e^{-\Gamma|t|/2}$, and transforms multiply under convolution:
\begin{equation}
e^{-\Gamma_i|t|/2}e^{-\Gamma_f|t|/2}=e^{-(\Gamma_i+\Gamma_f)|t|/2}
\quad\Longrightarrow\quad P(u)=L_{\Gamma_i+\Gamma_f}(u).
\label{eq:result}
\end{equation}
Full widths add linearly. A long-lived two-hole state leaves $\Gamma_i$.

Summing \eqref{eq:joint} over $u$ instead gives the photoelectron line,
\begin{equation}
I(\varepsilon_p)=\int dx\,L_{\Gamma_i}(x)S(\varepsilon_p+E_i+x),
\end{equation}
which does carry the photon bandwidth. The proposal is right about this line.

A Hermitian model without any assumed Lorentzian tests the distinction. A core hole is coupled to a discretized Auger continuum extending $25\Gamma_i$ on either side of the line, the two-hole state is stable, and Gaussian pulses create the hole. For bandwidths of $0.3\Gamma_i$ and $3.0\Gamma_i$ the photoelectron widths are $1.101\Gamma_i$ and $3.578\Gamma_i$, while the Auger width is $1.013\Gamma_i$ in both cases. The excess of 1.3\% over $\Gamma_i$ comes from the finite continuum. With half-range $B$, the level shift at energy $x$ is
\begin{equation}
\frac{\Gamma_i}{2\pi}\ln\frac{B+x}{B-x}\simeq\frac{\Gamma_i x}{\pi B},
\end{equation}
so $x$ in the denominator is multiplied by $1-\Gamma_i/(\pi B)$, and the width grows by the fraction $1/(25\pi)\simeq0.013$.

A second Hermitian model includes the decay of the two-hole state. It has no light pulse: the core hole is created suddenly, which corresponds to unlimited bandwidth, so it tests that the widths add rather than their independence of the source. With $\Gamma_f=0.8\Gamma_i$ it gives an Auger width of $1.818\Gamma_i$, against $1.8\Gamma_i$ from \eqref{eq:result}.

\section{The tin line}

Take rough values for one term of the tin Auger group: photon energy 1487 eV, binding energy 485 eV, Auger energy 430 eV, $\Gamma_i=0.40$ eV and $\Gamma_f=0.20$ eV. The corresponding lifetimes $\hbar/\Gamma$ are 1.65 fs and 3.29 fs. The source is modelled as a Gaussian of full width 0.90 eV without the monochromator and 0.25 eV with it. The excess energy is $1487-485=1002$ eV, and \eqref{eq:result} gives
\begin{equation}
\Gamma_A=0.40+0.20=0.60\ \text{eV}
\end{equation}
for both sources. The photoelectron line narrows from 1.13 eV to 0.53 eV. Adding the source profile to the Auger line, as the proposal does, would have predicted a fall from 1.26 eV to 0.70 eV.

The neglected threshold is harmless here. For narrow light, the missing fraction of the area is
\begin{equation}
\int_D^\infty L_{\Gamma_i}(x)\,dx
=\frac12-\frac1\pi\arctan\frac{2D}{\Gamma_i}
\simeq\frac{\Gamma_i}{2\pi D},
\end{equation}
or $6.4\times10^{-5}$ at 1002 eV.

\section{Where the proposal's intuition does hold}

\subsection{Fixed photoelectron energy, or a bound resonance}

Suppose that Auger electrons are counted in coincidence with photoelectrons of energy $\varepsilon_p=\omega_0-E_i$. Then \eqref{eq:joint} is no longer summed over $\varepsilon_p$, and
\begin{equation}
Q(u)=\int dx\,S(\omega_0+x)L_{\Gamma_i}(x)L_{\Gamma_f}(x-u).
\label{eq:fixed}
\end{equation}
Very narrow light selects $x=0$ and leaves a line of width $\Gamma_f$. Very broad light makes $S$ constant across the line and restores $\Gamma_i+\Gamma_f$. For the tin hole widths, sources of 0.90, 0.25 and 0.05 eV give 0.52, 0.34 and 0.21 eV. The last two lie below the core-hole width itself. These values assume that the photoelectron energy is selected exactly. For Gaussian profiles, a finite photoelectron resolution adds in quadrature to the source width and weakens the narrowing.

Excitation to an isolated bound level obeys the same equations. The bound electron replaces the photoelectron, $x$ is measured from the resonance energy, and $E_f$ includes the bound electron, which is assumed to stay in place during the decay. With light centred on the resonance, the profile is again \eqref{eq:fixed}. If narrow light is detuned by $x_0$, the factor $L_{\Gamma_f}(x_0-u)$ moves the line by $x_0$: the Auger electron now follows the photon energy. Applying this to the tin widths is a model contrast, not a claim that tin metal has such a resonance.

\subsection{Near threshold}

When $D$ is comparable with the widths, $T(x)$ cuts into the line. At $D=0$, with monochromatic light and $\Gamma_f=0$, it removes all $x>0$. Half a Lorentzian survives, with width $\Gamma_i/2$, so narrowing the light can sharpen the line here. In the one-decay model at threshold, the Auger width is $0.647\Gamma_i$ for the narrower pulse and $1.030\Gamma_i$ for the broader one. The first value depends slightly on the model's photoelectron energy grid; a continuous photoelectron energy gives $0.638\Gamma_i$. Both values also carry the finite-band excess; for an unlimited Auger continuum they become $0.632\Gamma_i$ and $1.016\Gamma_i$.

For the tin hole widths and a structureless photoelectron continuum, \eqref{eq:auger} gives these Auger widths in eV:
\begin{center}
\begin{tabular}{rcc}
$D$ (eV) & 0.90 eV source & 0.25 eV source\\
$-1$ & 1.93 & 1.05\\
$0$ & 0.60 & 0.50\\
$1$ & 0.59 & 0.60\\
$10$ & 0.60 & 0.60
\end{tabular}
\end{center}
The entry 0.60 at $D=0$ does not signal the far-threshold line: $T$ still falls from one to zero across it, so the profile is not the symmetric Lorentzian \eqref{eq:result}.

The table shows the effect of the threshold cut alone. It omits the repulsion between the two electrons, which is strong when the photoelectron is slow. For an unscreened ion at $D=10$ eV, the classical estimate of the next section gives a mean Auger shift of about 0.4 eV at $t_0=1/\Gamma_i$, comparable with the line width. The entries are therefore not predictions for a real tin line near threshold.

Below threshold the line need not be narrow. For monochromatic light, $\Gamma_f=0$ and $|D|\gg\Gamma_i$, the surviving tail varies as $1/x^2$ from its edge at $x=-|D|$. It reaches half its edge value at $x=-\sqrt2|D|$, so its width is $(\sqrt2-1)|D|$. The tabulated widths also include the source bandwidth and $\Gamma_f$, and below threshold they rely on the rapid fall of the Gaussian tails. A source with Lorentzian tails still supplies photons above threshold: for a 2:1 doublet of Lorentzians 0.43 eV wide and 0.43 eV apart, a rough picture of the K$\alpha_{1,2}$ line, the width at $D=-1$ eV is 0.69 eV instead of 1.93 eV.

\section{How far the real line departs from 0.60 eV}

The far-threshold result does not use the shape of $S$, so replacing the Gaussian by the structured K$\alpha$ line of a real source changes the photoelectron profile but not \eqref{eq:result}. This holds within the one-level model. An unmonochromated anode also emits bremsstrahlung, which can ionize the tin L shell near 4 keV; cascades from such holes can add satellites and background that a monochromator removes, without changing the width of the line treated here. Other assumptions matter more for that width.

The two electrons do repel each other. Suppose that the core hole decays at time $t_0$, when the photoelectron is at $\mathbf v_pt_0$. The ion's extra attraction on the photoelectron and the new electron repulsion then cancel in the total energy, so the Auger electron starts with its nominal energy. With straight paths, relative velocity $\mathbf w=\mathbf v_p-\mathbf v_A$ and separation $\mathbf r=\mathbf v_pt_0+\mathbf wt$, the work done on it is $-\mathbf v_A\cdot\mathbf I$, where $\mathbf I=\int_0^\infty dt\,\mathbf r/r^3$.

Integrating $d(1/r)/dt=-\mathbf w\cdot\mathbf r/r^3$ gives $\mathbf w\cdot\mathbf I=1/(v_pt_0)$. Since $1/r$ is homogeneous of degree $-1$ in $(t_0,t)$, $t_0\partial_{t_0}(1/r)=-\partial_t(t/r)$, which integrates to $\mathbf v_p\cdot\mathbf I=1/(wt_0)$. With $-\mathbf v_A=\mathbf w-\mathbf v_p$,
\begin{equation}
\Delta\varepsilon_A=\frac1{t_0}\left(\frac1{v_p}-\frac1w\right).
\end{equation}
Here $v_p=8.58$ exceeds $v_A=5.62$. For isotropic relative directions the mean of $1/w$ is then $1/v_p$, as for the potential outside a uniform shell, and the mean shift vanishes. At $t_0=1/\Gamma_i$ the root-mean-square shift is 0.02 eV. Parallel emission gives $0.40\,(1/8.58-1/2.96)=-0.09$ eV. These values hold for two electrons in free space. Inside the metal, screening weakens the repulsion. Outside it, image charges can weaken or strengthen the effect, depending on the emission directions, and the mean shift need not vanish. For a film the values therefore indicate only the order of magnitude.

Phonons and thermal motion at 293 K add about 0.12 eV and 0.02 eV of Gaussian width, the former for a rough reorganization energy of 0.05 eV. If the root-mean-square repulsion shift is treated as a further Gaussian spread, a rough estimate, the Auger width becomes 0.63 eV. An analyser width of 0.30 eV, held fixed when the source is changed, brings it to 0.75 eV. Separately, the electron--hole tail of a metal, estimated by a Doniach--\v{S}unji\'c profile with a rough asymmetry index of 0.10, would raise 0.60 eV to 0.68 eV. Overlapping multiplet terms and surface shifts are not included and may broaden the observed group further.

\section{Recommendation}

The monochromator is justified by the photoelectron line. The claim about the Auger line should be withdrawn for this measurement, in which the photoelectron is undetected and the excess energy is about 1000 eV. If a narrower recorded Auger line is needed, a finer analyser setting can remove part of the instrumental broadening; going below $\Gamma_i+\Gamma_f$ by narrowing the light requires a different experiment, such as the coincidence measurement described by \eqref{eq:fixed}.

\section*{Table of computed values}
\begin{verbatim}
MODEL TESTS (energies in units of core-hole width)
bandwidth 0.3: Auger 1.013, photoelectron 1.101, Auger at threshold 0.647
bandwidth 3.0: Auger 1.013, photoelectron 3.578, Auger at threshold 1.030
two decays, widths 1.0 and 0.8: Auger width 1.818
largest joint-density error / peak: 0.0057
TIN EXAMPLE (rough inputs)
photon energy 1487 eV; binding energy 485 eV
excess energy 1002 eV; Auger energy 430 eV
core-hole width 0.40 eV; lifetime 1.65 fs
two-hole width 0.20 eV; lifetime 3.29 fs
source width 0.90 eV: photoelectron 1.133 eV, Auger 0.600 eV, wrongly expected Auger 1.263 eV
source width 0.25 eV: photoelectron 0.526 eV, Auger 0.600 eV, wrongly expected Auger 0.696 eV
Auger width near threshold, source 0.90 eV then 0.25 eV:
excess -1.0 eV: 1.927 eV, 1.053 eV
excess +0.0 eV: 0.604 eV, 0.504 eV
excess +1.0 eV: 0.595 eV, 0.600 eV
excess +10.0 eV: 0.600 eV, 0.600 eV
resonant or centred-coincidence Auger width:
source width 0.90 eV: 0.522 eV
source width 0.25 eV: 0.337 eV
source width 0.05 eV: 0.213 eV
NEGLECTED EFFECTS
area lost beyond threshold: 6.35e-05 of the line
line width / excess energy: 5.99e-04
photoelectron speed 8.58 a.u.; Auger speed 5.62 a.u.
post-collision rms shift 0.021 eV; parallel emission 0.089 eV
temperature 293 K; thermal energy 0.0252 eV
tin mass 118.7 u; Doppler width 0.024 eV
phonon reorganization energy 0.050 eV; phonon width 0.118 eV
metallic asymmetry index 0.10 (no unit); resulting Auger width 0.683 eV
combined Gaussian width without analyser 0.130 eV
Auger width with that broadening 0.629 eV
analyser width 0.30 eV; Auger width with it added 0.751 eV
\end{verbatim}
